# Poole-Frenkel Barrier Lowering for a Singly Charged Trap in Silicon

## Problem

A deep donor in the depletion region of a reverse-biased silicon photodiode is neutral when it holds its electron and has charge $+1$ after the electron has left. The relative permittivity is $\kappa=11.7$ and the local field is 100 kV/cm. Without the field, the electron needs 0.30 eV to reach the conduction band.

1. Treat escape along the direction of the electric force as one-dimensional. Find the position of the barrier top and the lowering of the barrier, and check the claim that the lowering is about 70 meV.
2. By what factor does the field raise the thermal emission rate at 300 K, and at 350 K, if the prefactor of the rate is unchanged?
3. Estimate how the factor at 300 K changes when the electron may leave in any direction, and when it may tunnel.
4. Find the conditions on the trap and on the field under which the result can be used. Take a donor density of $10^{16}\ \mathrm{cm^{-3}}$ in the depletion region.

## Solution

### The potential energy

The algebra is in atomic units, $\hbar=m_e=e=4\pi\varepsilon_0=1$. Let $F>0$ be the magnitude of the field and $x>0$ the distance from the trap along the force on the electron. Since the electron is negative, this direction is opposite to the electric field.

The departing electron is attracted by the charge $+1$ left behind. The surrounding silicon reduces this attraction by the factor $\kappa$. The uniform field does positive work $Fx$ on the electron, so it contributes $-Fx$ to the potential energy:

$$V(x)=-\frac{1}{\kappa x}-Fx .$$

The zero of energy is the conduction-band edge at the trap site in the absence of the trap's own potential. For $F=0$ the potential rises towards $V=0$ at large distance, and a trap level at $-E_t$ has the barrier $E_t$.

The charge state matters. A trap that is neutral when empty leaves no Coulomb attraction behind, and this formula does not apply to it. If the charge left behind were $Z$, the first term would be $-Z/(\kappa x)$.

### The barrier top

At a stationary point the derivative vanishes:

$$V'(x)=\frac{1}{\kappa x^2}-F=0
\quad\Longrightarrow\quad
x_m=\frac{1}{\sqrt{\kappa F}} .$$

The second derivative, $V''(x)=-2/(\kappa x^3)$, is negative for all $x>0$, so this point is the maximum. The two parts of the energy there are

$$-\frac{1}{\kappa x_m}=-\frac{\sqrt{\kappa F}}{\kappa}=-\sqrt{\frac F\kappa},
\qquad
-Fx_m=-\frac{F}{\sqrt{\kappa F}}=-\sqrt{\frac F\kappa}.$$

They are equal, and their sum is the height of the top. The lowering is the distance of the top below the zero-field value $V=0$:

$$\boxed{\Delta=-V(x_m)=2\sqrt{\frac F\kappa}}$$

To restore SI units, replace $1/\kappa$ by $e^2/(4\pi\varepsilon_0\kappa)$ and the force $F$ by $eF$:

$$\Delta=2\sqrt{\frac{e^3F}{4\pi\varepsilon_0\kappa}}
=\sqrt{\frac{e^3F}{\pi\varepsilon_0\kappa}} .$$

In the last form the factor 2 has entered the root as 4 and cancelled the 4 in the denominator.

The lowering grows as $\sqrt F$, not as $F$. A stronger field acts on the electron over a shorter distance, because $x_m$ shrinks as $1/\sqrt F$. The carrier mass does not appear, since the height of a classical barrier is a property of the potential alone.

### Numbers for silicon

It is convenient to use eV and angstrom. The field 100 kV/cm equals $10^7$ V/m, so the force on the electron is 0.0010 eV/Å. The Coulomb constant $e^2/(4\pi\varepsilon_0)$ is 14.400 eV Å, and division by 11.7 gives $C=1.2307$ eV Å. Therefore

$$x_m=\sqrt{\frac{1.2307}{0.0010}}\ \text{Å}=35.08\ \text{Å},$$

$$\Delta=2\sqrt{1.2307\times0.0010}\ \text{eV}=0.0702\ \text{eV}.$$

The lowering is thus 70.2 meV, and the claimed value of about 70 meV is correct for this model. The Coulomb and field terms each supply 0.0351 eV. A direct numerical search for the maximum of the SI potential gives the same position and height to the digits shown.

The top lies 3.51 nm from the trap. This is several times the silicon lattice constant of about 5.4 Å, which supports the use of a macroscopic permittivity at the barrier. Close to the trap the potential is not a simple screened Coulomb potential, but the details there enter through $E_t$, not through the height of the distant top.

Because $\Delta\propto\kappa^{-1/2}$, a small relative change in permittivity produces half that relative change in $\Delta$, with opposite sign. A 1% uncertainty in $\kappa$ therefore moves the lowering by about 0.5%.

### The emission rate

The barrier that remains is $0.30-0.0702=0.230$ eV. To see how it controls emission, consider a classical thermal distribution of velocities at the energy of the trap level. Only electrons with kinetic energy above the barrier $B$ cross it. With $v_B=\sqrt{2B/m}$, their flux is proportional to

$$\int_{v_B}^{\infty}v\,e^{-mv^2/(2kT)}\,dv
=\left[-\frac{kT}{m}e^{-mv^2/(2kT)}\right]_{v_B}^{\infty}
=\frac{kT}{m}e^{-B/kT}.$$

The field changes $B$ from $E_t$ to $E_t-\Delta$. At fixed temperature and prefactor, the ratio of the rates with and without the field is

$$\frac{e^{-(E_t-\Delta)/kT}}{e^{-E_t/kT}}=e^{b},
\qquad b=\frac{\Delta}{kT}.$$

The trap depth cancels. At 300 K, $kT=0.02585$ eV, so

$$b=\frac{0.07016}{0.02585}=2.714,\qquad e^b=15.1 .$$

At 350 K the same lowering is divided by a larger $kT$. The exponent becomes $2.714\times300/350=2.326$, and the factor falls to 10.2. The emission rate itself still rises with temperature in this model at fixed prefactor; it is the relative effect of the field that weakens.

### Escape in other directions

The barrier is lowest along $x$, so the one-dimensional factor describes the most favourable direction. For a simple estimate, let the electron leave along a straight ray at angle $\theta$ to the force. Its energy is

$$V(r,\theta)=-\frac1{\kappa r}-Fr\cos\theta .$$

In the forward half-space this is the previous problem with $F$ replaced by $F\cos\theta$. Hence the lowering on the ray is $\Delta\sqrt{\cos\theta}$. In the backward half-space the field term raises the energy with distance and there is no lowered top. The estimate assigns to these rays the zero-field rate.

All directions are given equal weight. With $u=\cos\theta$, the fraction of solid angle in $du$ is $du/2$, so the average factor is

$$A=\frac12+\frac12\int_0^1e^{b\sqrt u}\,du .$$

Put $u=s^2$, $du=2s\,ds$, and integrate by parts:

$$\frac12\int_0^1e^{b\sqrt u}\,du
=\int_0^1s\,e^{bs}\,ds
=\left[\frac{s\,e^{bs}}b-\frac{e^{bs}}{b^2}\right]_0^1
=\frac{1+(b-1)e^b}{b^2}.$$

Thus

$$A=\frac12+\frac{1+(b-1)e^b}{b^2}.$$

For the present numbers,

$$A=0.5+\frac{1+1.714\times15.09}{2.714^2}=4.15 .$$

This is smaller than the one-dimensional factor by a factor of 3.64. Expressed as a single effective lowering, it corresponds to $kT\ln A=0.0368$ eV, about half of $\Delta$ at this temperature and field. The saddle itself is still lowered by 0.0702 eV; the smaller effective value reflects the average over directions.

The weak-field limit checks the expression. Expanding the exponential to third order gives $1+(b-1)e^b= b^2/2+b^3/3+\dots$, so $A=1+b/3+\dots$. It tends to 1 when the field vanishes, as it must. The one-dimensional factor starts as $1+b$, so the initial increase is three times larger.

The ray model ignores the bending of the path by the field, which lets electrons launched sideways or backward turn and leave over the lowered barrier. For an isotropic mass $m$ and no collisions this can be included. Let the electron start close to the trap, moving radially at angle $\theta$ to the force, with energy $-|E|$. In the parabolic coordinate $u=\sqrt{r+x}$ the motion separates, and with $p_u$ the momentum conjugate to $u$,

$$\frac{p_u^2}{2m}+|E|u^2-\frac F2u^4=\frac2\kappa\cos^2\frac\theta2 .$$

The potential terms on the left have the maximum $E^2/(2F)$. The electron escapes if the right side exceeds it, that is, if $|E|<\Delta\cos(\theta/2)$. The lowering $\Delta\cos(\theta/2)$ now applies to all launch angles. With $s=\cos(\theta/2)$, the average over directions is

$$\int_0^1 2s\,e^{bs}\,ds=\frac{2[1+(b-1)e^b]}{b^2}=7.3 .$$

The straight-ray value of 4.15 is therefore low for collisionless motion. Scattering by the lattice and the anisotropic mass of silicon are left out of both estimates.

### Tunnelling near the top

Classically, an electron just below the top is turned back. Quantum mechanically it may pass through. The curvature at the top sets the scale of this effect. Using $1/(\kappa x_m^2)=F$,

$$V''(x_m)=-\frac{2}{\kappa x_m^3}=-\frac{2F}{x_m}.$$

Near the top, write $V\approx-\Delta-\tfrac12m\omega^2y^2$ with $y=x-x_m$. Comparison gives

$$\omega=\sqrt{\frac{2F}{m x_m}} .$$

At an energy $\delta$ below the top, the turning points are $y=\pm y_0$ with $y_0^2=2\delta/(m\omega^2)$. The semiclassical tunnelling exponent is

$$S=2\int_{-y_0}^{y_0}m\omega\sqrt{y_0^2-y^2}\,dy
=\pi m\omega y_0^2=\frac{2\pi\delta}{\omega},$$

since the integral of the root is the area $\pi y_0^2/2$ of a half-disc. The transmission probability is taken as $P=1/(1+e^S)$. Above the top $\delta$ is negative, and the same expression describes partial reflection.

Let $E$ be the energy measured upward from the top. The flux relative to the classical flux is

$$K=\frac1{kT}\int_{-\infty}^{\infty}
\frac{e^{-E/kT}}{1+e^{-2\pi E/\omega}}\,dE .$$

Set $t=e^{-2\pi E/\omega}$ and $p=\omega/(2\pi kT)$. Then $dE=-(\omega/2\pi)\,dt/t$ and $e^{-E/kT}=t^p$, so

$$K=p\int_0^\infty\frac{t^{p-1}}{1+t}\,dt
=\frac{\pi p}{\sin\pi p}
=\frac{\omega/(2kT)}{\sin[\omega/(2kT)]} .$$

The integral is the standard one with value $\pi/\sin\pi p$ for $0<p<1$. The parabolic estimate therefore requires $\omega<2\pi kT$, and it fails on cooling.

Silicon has an anisotropic electron mass, with rough principal values $0.19\,m_e$ and $0.92\,m_e$. In ordinary units $\hbar\omega=\hbar\sqrt{2eF/(mx_m)}$, which gives 0.0478 eV for the light mass. The heavy mass gives $0.0478\sqrt{0.19/0.92}=0.0217$ eV.

For the light mass, $\hbar\omega/(2kT)=0.925$ and the parabolic formula gives $K=1.16$. Using the tunnelling exponent of the full potential below the top, while keeping the parabolic form above it, gives 1.13. For the heavy mass the latter calculation gives 1.03. In this semiclassical estimate tunnelling adds roughly 3 to 13% to the one-dimensional classical flux at 300 K, much less than the change caused by averaging over directions. The percentages are only a guide to the scale. For the light mass the effective Bohr radius $\kappa/m$ is about 33 Å, close to $x_m$, so the potential changes appreciably within one wavelength. Reflection inside the well, which is not included, depends on the potential close to the trap; it can be larger than this correction and can reverse its sign. Solving the one-dimensional Schrödinger equation with the Coulomb well cut off at 3 to 10 Å gives factors between about 0.8 and 1.2 for the light mass and between 0.95 and 1.02 for the heavy mass, so only the size of the correction, not its sign, is established at this field.

The full barrier gives the smaller result because it is harder to penetrate at depth than its parabola. At the trap level, 0.2298 eV below the top, the parabola would give $S=2\pi\times0.2298/0.0478=30.2$ for the light mass, whereas the full potential gives 44.9. Direct tunnelling from the level carries a factor $e^{-44.9}$. Thermal activation to the top carries $e^{-0.2298/0.02585}=e^{-8.9}$, so activation dominates here.

### Conditions on the trap

The trap must lie below the lowered top by several $kT$, so that $E_t-\Delta\gg kT$ and escape is thermally activated. A shallow donor shows what happens otherwise. In the hydrogenic model its binding energy is $m_c/(2\kappa^2)$. With the conductivity mass

$$m_c=\frac{3}{1/0.92+2/0.19}\,m_e=0.258\,m_e,$$

this is 0.0257 eV, less than $\Delta=0.0702$ eV. A variational treatment that keeps the two masses separate gives about 0.030 eV, which leads to the same conclusion. The unperturbed level would lie above the barrier top, so there is no remaining barrier for thermal emission to cross. The formula $e^{\Delta/kT}$ then has no meaning as an enhancement of activated emission.

For the deep trap, equality $\Delta=E_t$ would require the field to rise by a factor of $(0.30/0.0702)^2\approx18$, to about 1.8 MV/cm. This is well above the avalanche breakdown field, which for a one-sided silicon junction is roughly 300 kV/cm at $10^{15}\ \mathrm{cm^{-3}}$ and roughly 400 kV/cm at $10^{16}\ \mathrm{cm^{-3}}$, so breakdown comes before the barrier vanishes. The classical factor loses accuracy earlier still: for the light mass at 300 K, the semiclassical estimate above gives a tunnelling factor of about 2 at 300 kV/cm and about 3 at 400 kV/cm.

The calculation also holds the trap level fixed. A nondegenerate ground state at a site of tetrahedral symmetry has no permanent dipole, so its shift linear in $F$ vanishes. The quadratic shift has the size $(F\ell)^2/E_t$, where $\ell=1/\sqrt{2mE_t}$ is the decay length of the bound state. This follows from second-order perturbation theory if the dipole matrix element is of order $\ell$ and the excitation energy of order $E_t$. Using $1/m=\omega^2x_m/(2F)$ and $Fx_m=\Delta/2$,

$$\frac{F^2}{2mE_t^2}
=\frac{Fx_m\,\omega^2}{4E_t^2}
=\frac{\Delta\,\omega^2}{8E_t^2}.$$

With the light mass this is

$$\frac{0.0702\times0.0478^2}{8\times0.30^2}\ \text{eV}
\approx0.0002\ \text{eV}.$$

The shift is negligible beside $\Delta$ on this estimate.

### Conditions on the field

In a one-sided junction with uniform donor density $N$, the field falls linearly from its peak. In SI units its slope is $eN/(\varepsilon_0\kappa)$, and it reaches zero after the depletion width

$$W=\frac{\varepsilon_0\kappa F}{eN}=647\ \text{nm}.$$

The total potential drop is the area of the triangle, $FW/2=3.23$ V, including the built-in part.

For a trap at the peak field, the falling field adds $Fx^2/(2W)$ to the electron energy, in atomic units. To first order, the movement of the top does not matter because $V'(x_m)=0$. The lowering therefore decreases by

$$\frac{Fx_m^2}{2W}=\frac{Fx_m}{2}\,\frac{x_m}{W}
=\frac{0.0351}{2}\times\frac{3.51}{647}\ \text{eV}
\approx0.0001\ \text{eV}.$$

Treating the field as uniform over the barrier is justified.

Neighbouring charged donors matter at weak fields. Their mean spacing is $d=N^{-1/3}=46.4$ nm, and one of them produces a field $1/(\kappa d^2)$, or 0.57 kV/cm, at that distance. If it adds to the applied field, then from $\Delta\propto\sqrt F$ the lowering rises by

$$\frac{\Delta}{2}\frac{\delta F}{F}
=0.0351\times\frac{0.57}{100}\ \text{eV}=0.0002\ \text{eV}.$$

This understates the effect for randomly placed donors. The nearest one lies on average at about $0.55\,d\approx26$ nm, and the summed field of all of them has a median near 3 kV/cm. At 100 kV/cm the lowering then varies from trap to trap by about 0.5 meV typically and by about 1.4 meV for one trap in ten, still small beside 70 meV.

The field 0.57 kV/cm also gives a first lower limit. The condition $x_m=d$ gives $F=1/(\kappa d^2)$, which is again 0.57 kV/cm. Near this field the barrier top would lie as far away as the next donor, and the picture of one isolated trap fails. With random placement the scale is a few kV/cm, and the applied field must be well above that: at 10 kV/cm the neighbours typically change the lowering of 22 meV by about 7%.

### Comparison with a real photodiode

The parameters describe, roughly, a silicon photodiode containing dilute sulfur-like deep donors. They do not describe a detector for light below the band gap: with an assumed optical cross section of $10^{-16}\ \mathrm{cm^2}$, $10^{16}\ \mathrm{cm^{-3}}$ filled centres absorb less than $10^{-4}$ of the light over the depletion width, while at $10^{19}$ to $10^{20}\ \mathrm{cm^{-3}}$ the spacing of 2 to 5 nm is comparable to $x_m$ and the isolated-trap model fails. A depth of 0.3 eV for the neutral donor and a doping of $10^{16}\ \mathrm{cm^{-3}}$ are rough representative values. At 300 K such a donor does not stay neutral for long in the depletion region: with an assumed capture cross section of $10^{-15}\ \mathrm{cm^2}$, detailed balance gives an emission time of a few tenths of a microsecond without the field, and the field shortens it further. The factors found here describe emission after the donor has been filled, not a lasting neutral population under steady reverse bias. The chosen field is about one third of the rough figure of 300 kV/cm and about one quarter of the breakdown field of a one-sided junction at this doping. Of the neglected effects estimated here, the restriction to one direction matters most: at 300 K the emission factor falls from about 15 to about 4 for straight rays, or to about 7 for collisionless paths bent by the field. Free-carrier screening, lattice scattering and any field dependence of the prefactor have not been calculated. The 70 meV is therefore a sound value for the lowering of the barrier top, while a measured emission rate need not follow the one-dimensional factor. The values used are collected in the numerical output.

## Computed values

```
INPUTS (device and trap values are rough)
relative permittivity: 11.7
field: 100 kV/cm
force on electron: 0.0010 eV/angstrom
e^2/(4 pi eps0): 14.400 eV angstrom
same divided by permittivity: 1.2307 eV angstrom
temperature: 300 K
trap depth: 0.30 eV
doping: 1.0e+16 cm^-3
light, heavy mass: 0.19, 0.92 m_e
BARRIER
position, formula: 35.08 angstrom
position, numerical: 35.08 angstrom
position converted: 3.51 nm
Coulomb part at top: -0.0351 eV
field part at top: -0.0351 eV
lowering, formula: 0.07016 eV
lowering, numerical: 0.07016 eV
lowering converted: 70.2 meV
remaining barrier: 0.2298 eV
THERMAL EMISSION
kT: 0.02585 eV
lowering/kT: 2.714
1D enhancement, formula: 15.09
1D enhancement, flux integral: 15.09
1D enhancement at 350 K: 10.24
NEGLECTED EFFECTS
all-direction enhancement, formula: 4.147
all-direction enhancement, numerical: 4.147
1D / all-direction ratio: 3.64
effective all-direction lowering: 0.0368 eV
hbar omega at top, light mass: 0.0478 eV
hbar omega at top, heavy mass: 0.0217 eV
tunnelling factor, light mass: 1.134
tunnelling factor, heavy mass: 1.027
tunnelling exponent at trap level, light: 44.9
depletion width: 647 nm
junction voltage drop: 3.23 V
lowering change, falling field: -0.00010 eV
mean dopant spacing: 46.4 nm
neighbour field: 0.57 kV/cm
lowering change, neighbour: 0.00020 eV
Stark shift estimate: 0.00022 eV
rough breakdown field: 300 kV/cm
field / breakdown field: 0.33
conductivity mass: 0.258 m_e
hydrogenic shallow-donor binding: 0.0257 eV
```
